# Hydrogen's exchange ratio and the optimal one-electron Lieb–Oxford constant: a program that tests the result

```python
"""Exchange ratio of one-electron densities (Hartree atomic units).
Result under test: D/I <= C1 for every normalized density rho, where
  D  = (1/2) double integral of rho(r) rho(r')/|r-r'|  (= -exchange energy),
  I  = integral of rho^(4/3),
  C1 = 3 pi (4 pi m3)^(-2/3), m3 = -xi1^2 theta'(xi1), theta the Lane-Emden
       function of index 3 and xi1 its first zero;
hydrogen 1s has D/I = (20/27) pi^(1/3), slightly below C1.
m(r) is the charge enclosed in radius r, and P = r dm/dr.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize
from scipy.special import gammainc, gammainccinv, erf

pi = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
LO_ORIGINAL, LO_TIGHTENED = 1.68, 1.58   # quoted theorems, comparison only


def gauss(n, a, b):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def fourier_energies(rho, rmax, kmax):
    """Charge, D and I; D from the Fourier transform of the density."""
    r, wr = gauss(1200, 0, rmax)
    k, wk = gauss(400, 0, kmax)
    shell = 4 * pi * r**2 * rho(r) * wr
    transform = np.sinc(np.outer(k, r) / pi) @ shell
    D = np.sum(wk * transform**2) / pi
    I = np.sum(4 * pi * r**2 * wr * rho(r)**(4 / 3))
    return shell.sum(), D, I


def shell_energies(rho, R, n=80):
    """D at unit charge and the ratio D/I, by assembling charged shells."""
    x, w = gauss(n, 0, 1)
    r = R * x
    s = np.outer(r, x)
    m = r * ((4 * pi * s**2 * rho(s)) @ w)
    dm = 4 * pi * r**2 * rho(r)
    charge = R * np.sum(w * dm)
    D = R * np.sum(w * m * dm / r)
    I = R * np.sum(w * 4 * pi * r**2 * rho(r)**(4 / 3))
    return D / charge**2, D / (I * charge**(2 / 3))


# Hydrogen-like densities
def rho_1s(r, Z=1):
    return Z**3 * np.exp(-2 * Z * r) / pi


def rho_2s(r):
    return (2 - r)**2 * np.exp(-r) / (32 * pi)


D_H, I_H = 5 / 16, 27 / 64 * pi**(-1 / 3)
ratio_H = 20 / 27 * pi**(1 / 3)
q1, D1, I1 = fourier_energies(rho_1s, 20, 80)
assert abs(q1 - 1) < 1e-10
assert abs(D1 - D_H) < 1e-8 and abs(I1 - I_H) < 1e-10
assert abs(D1 / I1 - ratio_H) < 1e-7
assert abs(shell_energies(rho_1s, 20)[0] - D1) < 1e-8
qZ, DZ, IZ = fourier_energies(lambda r: rho_1s(r, 2), 20, 80)
assert abs(DZ / IZ - ratio_H) < 1e-7 and abs(DZ / D1 - 2) < 1e-7
q2, D2, I2 = fourier_energies(rho_2s, 60, 40)
assert abs(q2 - 1) < 1e-10

# Lane-Emden function of index 3
xi0 = 1e-3
start = [1 - xi0**2 / 6 + xi0**4 / 40, -xi0 / 3 + xi0**3 / 10]


def surface(xi, y):
    return y[0]


surface.terminal = True
lane = solve_ivp(lambda xi, y: [y[1], -2 * y[1] / xi - y[0]**3],
                 (xi0, 10), start, method="DOP853", rtol=1e-11,
                 atol=1e-13, events=surface, dense_output=True)
xi1 = lane.t_events[0][0]
m3 = -xi1**2 * lane.sol(xi1)[1]
C1 = 3 * pi * (4 * pi * m3)**(-2 / 3)


def rho_lane(xi):
    flat = np.clip(np.ravel(xi), xi0, xi1)
    return np.maximum(lane.sol(flat)[0], 0).reshape(np.shape(xi))**3


D_lane, ratio_lane = shell_energies(rho_lane, xi1)
assert abs(ratio_lane - C1) < 1e-7
assert abs(D_lane * xi1 - 1.5) < 1e-6


# Direct search over trial densities, without the Lane-Emden equation
def negative_ratio(par):
    def trial(x):
        return np.abs((1 - x**2) / (1 + par[0] * x**2 + par[1] * x**4))**3
    return -shell_energies(trial, 1.0, 60)[1]


search = minimize(negative_ratio, [5.0, 0.5], method="Nelder-Mead",
                  options={"xatol": 1e-6, "fatol": 1e-12})
ratio_search = -search.fun
assert -1e-8 < C1 - ratio_search < 5e-5


# Deficit identity: C1*I - D as an integral of a nonnegative convexity gap
def optimal_P(m):
    """P on the Lane-Emden curve of unit charge at enclosed charge m."""
    m = min(m, 1 - 1e-12)

    def excess(xi):
        return -xi**2 * lane.sol(xi)[1] / m3 - m
    if excess(xi0) >= 0:
        return 3 * m                      # uniform core
    xi = brentq(excess, xi0, xi1)
    return xi**3 * max(lane.sol(xi)[0], 0)**3 / m3


def deficit(rho, enclosed, rmax):
    r, w = gauss(400, 0, rmax)
    P = 4 * pi * r**3 * rho(r)
    p = np.array([optimal_P(m) for m in enclosed(r)])
    gap = P**(4 / 3) - 4 / 3 * p**(1 / 3) * P + p**(4 / 3) / 3
    assert gap.min() > -1e-12
    return C1 * (4 * pi)**(-1 / 3) * np.sum(w * gap / r**2)


def enclosed_2s(r):
    return gammainc(3, r) - 3 * gammainc(4, r) + 3 * gammainc(5, r)


gap_1s = deficit(rho_1s, lambda r: gammainc(3, 2 * r), 20)
gap_2s = deficit(rho_2s, enclosed_2s, 60)
assert abs(gap_1s - (C1 * I1 - D1)) < 1e-6
assert abs(gap_2s - (C1 * I2 - D2)) < 1e-5   # node limits the quadrature


# Other shapes
def rho_gauss(r):
    return (2 * pi)**-1.5 * np.exp(-r**2 / 2)


D_gauss, ratio_gauss = shell_energies(rho_gauss, 10)
ratio_ball = shell_energies(lambda r: np.ones_like(r), 1.0)[1]

# Stretched Gaussian of the same determinant: I is that of the round one
var = np.array([0.5, 0.5, 4.0])
u, wu = gauss(200, 0, 1)
t, wt = u / (1 - u), wu / (1 - u)**2


def coulomb_average(variances, point):
    """Mean of 1/|point - x| for Gaussian x with the given variances."""
    width = 1 + 2 * np.outer(t**2, variances)
    expo = np.sum(t[:, None]**2 * point**2 / width, axis=1)
    return 2 / np.sqrt(pi) * np.sum(
        wt * np.exp(-expo) / np.sqrt(width.prod(axis=1)))


assert abs(0.5 * coulomb_average(2 * np.ones(3), np.zeros(3))
           - D_gauss) < 1e-8
D_stretched = 0.5 * coulomb_average(2 * var, np.zeros(3))
ratio_stretched = ratio_gauss * D_stretched / D_gauss
assert D_stretched < D_gauss

# Rearranged potential lies below the potential of the rearranged density
cosines, wc = gauss(24, 0, 1)
margins = []
for level in (0.6, 0.4, 0.2):
    radii = []
    for c in cosines:
        ray = np.array([np.sqrt(1 - c**2), 0, c])
        radii.append(brentq(
            lambda R: coulomb_average(var, R * ray) - level, 0, 20))
    r_eq = np.sum(wc * np.array(radii)**3)**(1 / 3)
    margins.append(erf(r_eq / np.sqrt(2)) / r_eq - level)
assert min(margins) > 0

# Strictly correlated pair with twice the hydrogen density
r, w = gauss(600, 0, 25)
weight = w * 4 * pi * r**2 * rho_1s(r)
partner = 0.5 * gammainccinv(3, gammainc(3, 2 * r))
assert abs(np.sum(weight * partner) - 1.5) < 1e-5
assert abs(np.sum(weight * partner**2) - 3.0) < 1e-4
repulsion = np.sum(weight / (r + partner))
ratio_pair = (4 * D1 - repulsion) / (2**(4 / 3) * I1)

for value in (ratio_H, D2 / I2, ratio_gauss, ratio_ball, ratio_stretched):
    assert value < C1
assert C1 < ratio_pair < LO_TIGHTENED
assert round(ratio_H, 3) == 1.085 and round(C1, 3) == 1.092

print(f"Hydrogen D, Fourier quadrature      {D1:.6f} hartree")
print(f"Hydrogen D, closed form 5/16        {D_H:.6f} hartree")
print(f"Hydrogen exchange energy            {-D_H:.6f} hartree")
print(f"Hydrogen exchange energy            {-D_H*HARTREE_EV:.4f} eV")
print(f"Hydrogen I, quadrature              {I1:.6f} bohr^-1")
print(f"Hydrogen I, closed form             {I_H:.6f} bohr^-1")
print(f"Hydrogen ratio, quadrature          {D1/I1:.6f} (a.u.)")
print(f"Hydrogen ratio, closed form         {ratio_H:.6f} (a.u.)")
print(f"Ratio for Z = 2, quadrature         {DZ/IZ:.6f} (a.u.)")
print(f"Lane-Emden first zero xi1           {xi1:.6f} (dimensionless)")
print(f"Lane-Emden m3                       {m3:.6f} (dimensionless)")
print(f"Optimal constant C1                 {C1:.6f} (a.u.)")
print(f"Ratio of Lane-Emden density         {ratio_lane:.6f} (a.u.)")
print(f"D times R, Lane-Emden density       {D_lane*xi1:.6f} (a.u.)")
print(f"Best ratio, direct search           {ratio_search:.6f} (a.u.)")
print(f"Hydrogen shortfall from C1          {100*(1-ratio_H/C1):.3f} %")
print(f"1s: C1*I - D, direct                {C1*I1-D1:.7f} hartree")
print(f"1s: C1*I - D, convexity integral    {gap_1s:.7f} hartree")
print(f"2s: D                               {D2:.6f} hartree")
print(f"2s: I                               {I2:.6f} bohr^-1")
print(f"2s: ratio                           {D2/I2:.5f} (a.u.)")
print(f"2s: C1*I - D, direct                {C1*I2-D2:.6f} hartree")
print(f"2s: C1*I - D, convexity integral    {gap_2s:.6f} hartree")
print(f"Gaussian ratio                      {ratio_gauss:.5f} (a.u.)")
print(f"Uniform ball ratio                  {ratio_ball:.5f} (a.u.)")
print("Stretched Gaussian variances        "
      f"{var[0]:.1f}, {var[1]:.1f}, {var[2]:.1f} bohr^2")
print(f"Stretched Gaussian ratio            {ratio_stretched:.5f} (a.u.)")
print(f"Smallest potential margin           {min(margins):.5f} hartree")
print(f"Correlated pair: mean 1/r12         {repulsion:.5f} hartree")
print(f"Correlated pair: ratio              {ratio_pair:.4f} (a.u.)")
print(f"Lieb-Oxford constant, original      {LO_ORIGINAL:.2f} (quoted)")
print(f"Lieb-Oxford constant, tightened     {LO_TIGHTENED:.2f} (quoted)")
print(f"Hydrogen ratio / original constant  {100*ratio_H/LO_ORIGINAL:.1f} %")
print(f"Hydrogen ratio / tightened constant {100*ratio_H/LO_TIGHTENED:.1f} %")
print("verified")
```

Running it gives:

```
Hydrogen D, Fourier quadrature      0.312500 hartree
Hydrogen D, closed form 5/16        0.312500 hartree
Hydrogen exchange energy            -0.312500 hartree
Hydrogen exchange energy            -8.5036 eV
Hydrogen I, quadrature              0.288050 bohr^-1
Hydrogen I, closed form             0.288050 bohr^-1
Hydrogen ratio, quadrature          1.084883 (a.u.)
Hydrogen ratio, closed form         1.084883 (a.u.)
Ratio for Z = 2, quadrature         1.084883 (a.u.)
Lane-Emden first zero xi1           6.896849 (dimensionless)
Lane-Emden m3                       2.018236 (dimensionless)
Optimal constant C1                 1.091817 (a.u.)
Ratio of Lane-Emden density         1.091817 (a.u.)
D times R, Lane-Emden density       1.500000 (a.u.)
Best ratio, direct search           1.091817 (a.u.)
Hydrogen shortfall from C1          0.635 %
1s: C1*I - D, direct                0.0019974 hartree
1s: C1*I - D, convexity integral    0.0019974 hartree
2s: D                               0.075195 hartree
2s: I                               0.073752 bohr^-1
2s: ratio                           1.01957 (a.u.)
2s: C1*I - D, direct                0.005328 hartree
2s: C1*I - D, convexity integral    0.005328 hartree
Gaussian ratio                      1.08866 (a.u.)
Uniform ball ratio                  0.96720 (a.u.)
Stretched Gaussian variances        0.5, 0.5, 4.0 bohr^2
Stretched Gaussian ratio            0.98928 (a.u.)
Smallest potential margin           0.00080 hartree
Correlated pair: mean 1/r12         0.33918 hartree
Correlated pair: ratio              1.2549 (a.u.)
Lieb-Oxford constant, original      1.68 (quoted)
Lieb-Oxford constant, tightened     1.58 (quoted)
Hydrogen ratio / original constant  64.6 %
Hydrogen ratio / tightened constant 68.7 %
verified
```
